# Why the thermodynamic factor peaks at stoichiometry in ordered B2

Take a B2 compound AB so well ordered that it contains no more defects than its composition forces on it. It has two sublattices with $N$ sites each: A atoms belong on α, B atoms on β. Every site is filled. If the mole fraction of B is $x=\tfrac12+\delta$ with $\delta>0$, the surplus B atoms must sit on α sites. Let $b$ be the fraction of α sites they occupy. The crystal has $N(1+b)$ B atoms on $2N$ sites, so $x=(1+b)/2$ and $b=2\delta$.

Let each such antisite cost a molar energy $e_B$, and let the antisites be distributed at random. One mole of atoms contains half a mole of α sites, so the molar free energy is

$$g=g_0+\tfrac12\{b\,e_B+RT[b\ln b+(1-b)\ln(1-b)]\}.$$

Since $db/dx=2$, two differentiations give

$$g'=e_B+RT\ln\frac{b}{1-b},\qquad g''=\frac{2RT}{b(1-b)}.$$

The curvature grows without limit as $b\to0$. The reason is the mixing entropy: when antisites are few, a small change of composition changes their number by a large factor, and their chemical potential depends on the logarithm of that number. This is the origin of a sharp peak in the thermodynamic factor at $x=\tfrac12$. What remains is to connect the curvature to the thermodynamic factor, and to find what stops the divergence.

## From curvature to thermodynamic factor

The thermodynamic factor is the logarithmic derivative of the activity of B with respect to its mole fraction, at fixed temperature and pressure:

$$\Phi=\frac{d\ln(\text{activity of B})}{d\ln x}=\frac{x}{RT}\frac{d\mu_B}{dx}.$$

For $n=n_A+n_B$ moles of atoms the total free energy is $G=n\,g(x)$ with $x=n_B/n$. Because $\partial x/\partial n_B=(1-x)/n$ and $\partial x/\partial n_A=-x/n$,

$$\mu_B=g+(1-x)g',\qquad \mu_A=g-xg'.$$

Differentiating the first, the terms $g'$ and $-g'$ cancel, leaving $d\mu_B/dx=(1-x)g''$. Hence

$$\Phi=\frac{x(1-x)}{RT}\,g''.$$

The second gives $d\mu_A/dx=-xg''$. Since $d\ln(1-x)=-dx/(1-x)$, the factor defined with the activity of A is the same. An ideal random solution has $g''=RT/[x(1-x)]$ and $\Phi=1$. For a given composition gradient, $\Phi$ is therefore the ratio of the gradient of $\mu_B$ to its value in an ideal solution.

In the crystal without thermal defects, $x(1-x)=(1+b)(1-b)/4$, so

$$\Phi=\frac{1+b}{2b}=\frac{1+2\delta}{4\delta}.$$

The A-rich side gives the same expression with $|\delta|$. At $|\delta|=0.01$ this is 25.5, at $|\delta|=0.002$ it is 125.5, and at $\delta=0$ it diverges.

## Thermal antisites stop the divergence

At any finite temperature some A and B atoms exchange places even at $x=\tfrac12$. Let $a$ be the fraction of β sites that hold A, at molar cost $e_A$. The crystal now has $N(1-a)+Nb$ B atoms, so

$$x=\tfrac12+\tfrac12(b-a),\qquad b-a=2\delta .$$

Composition fixes the difference of the two fractions and leaves their sum free. I assume that antisites do not interact, that $e_A$ and $e_B$ do not depend on temperature or composition, and that there are no vacancies. Then

$$g=g_0+\tfrac12\big\{a e_A+b e_B+RT[a\ln a+(1-a)\ln(1-a)+b\ln b+(1-b)\ln(1-b)]\big\}.$$

At fixed $x$ the crystal chooses $a$, with $b=a+2\delta$ following it. Setting the derivative with respect to $a$ to zero gives

$$e_A+e_B+RT\ln\frac{a}{1-a}+RT\ln\frac{b}{1-b}=0,$$

or, with $E=e_A+e_B$,

$$\frac{ab}{(1-a)(1-b)}=e^{-E/RT}.$$

The second derivative is positive, so this is the minimum. $E$ is the energy of exchanging an A and a B atom on distant sites. The separate values $e_A$ and $e_B$ depend on the energy zeros chosen for the two elements, but their sum does not.

To obtain $g'$ along this line of equilibria, note that $\partial g/\partial a=0$ there, so the response of $a$ to composition drops out. At fixed $a$, $db/dx=2$, and therefore

$$g'=e_B+RT\ln\frac{b}{1-b}.$$

This has the same form as before, but $b$ is no longer $2\delta$. A second differentiation gives

$$g''=RT\,\frac{b'}{b(1-b)},$$

and here the response of $b$ does matter. Write $S_a=a(1-a)$ and $S_b=b(1-b)$. The logarithm of the equilibrium condition and the site balance, both differentiated with respect to $x$, read

$$\frac{a'}{S_a}+\frac{b'}{S_b}=0,\qquad b'-a'=2.$$

The first gives $a'=-b'S_a/S_b$. Inserted in the second, it yields $b'=2S_b/(S_a+S_b)$. Thus $g''=2RT/(S_a+S_b)$ and

$$\boxed{\Phi=\frac{2x(1-x)}{a(1-a)+b(1-b)}}$$

At stoichiometry $a=b=c$, which is also the fraction of all atoms that are antisites, since $2Nc$ of $2N$ atoms are misplaced. The height is

$$\Phi_{\max}=\frac{1}{4c(1-c)}\approx\frac1{4c},\qquad \frac{c}{1-c}=e^{-E/2RT}.$$

With $r=e^{-E/2RT}$ one has $c(1-c)=r/(1+r)^2$, and so

$$\Phi_{\max}=\tfrac14\left(r^{-1/2}+r^{1/2}\right)^2=\cosh^2\frac{E}{4RT}.$$

The opposite limit is instructive. If $E=0$, the equilibrium condition becomes $a+b=1$, which with $b-a=2\delta$ gives $b=x$ and $a=1-x$. Both sublattices then have the overall composition, and the boxed formula returns $\Phi=1$ for every $x$. The ratio 1:1 by itself produces no peak; strong order does. The model should not be used to describe the approach to disorder, however, because there antisites are numerous and their interactions matter.

## Shape of the peak

When $a$ and $b$ are both small, the equilibrium condition reduces to $ab=c^2$. Then

$$(a+b)^2=(b-a)^2+4ab=4(\delta^2+c^2),$$

and the thermodynamic factor becomes

$$\Phi\approx\frac{\tfrac14-\delta^2}{\sqrt{\delta^2+c^2}}.$$

The numerator falls and the denominator rises with $|\delta|$, so the maximum lies at $\delta=0$. The expression is even in $\delta$: unequal antisite energies neither shift nor skew the peak. For $|\delta|\gg c$ it approaches $1/(4|\delta|)$, the leading term of the crystal without thermal defects. The divergence is cut off where the antisites forced by composition become as few as the thermal ones.

Near the peak $\tfrac14-\delta^2$ is practically constant. Half height then requires $\sqrt{\delta^2+c^2}=2c$, or $\delta=\pm\sqrt3\,c$. The full width is $2\sqrt3\,c$, and

$$\text{height}\times\text{width}\approx\frac{1}{4c}\,2\sqrt3\,c=\frac{\sqrt3}{2}.$$

A tall peak is necessarily narrow in this limit.

The diffusion potential $\mu_B-\mu_A=g'$ shows what is compressed into that width. Adding $b-a=2\delta$ to $a+b=2\sqrt{\delta^2+c^2}$ gives

$$b=\delta+\sqrt{\delta^2+c^2}=c\,e^{\operatorname{arsinh}(\delta/c)} .$$

With $RT\ln c\approx-E/2$,

$$\mu_B-\mu_A\approx\tfrac12(e_B-e_A)+RT\operatorname{arsinh}\frac{\delta}{c}.$$

On the B-rich side a B atom that replaces an A atom typically becomes an antisite. On the A-rich side such a replacement typically removes one. The potential has to pass from one situation to the other within a composition range of order $c$. Between $-\delta_1$ and $+\delta_1$, with $c\ll\delta_1\ll1$, it rises by

$$2RT\ln\frac{2\delta_1}{c}\approx E+2RT\ln(2\delta_1).$$

This is the exchange energy less an entropy term, since $\ln(2\delta_1)$ is negative.

## The same result from fluctuations

Suppose the crystal keeps its $2N$ sites but can exchange A for B with a reservoir. For large $N$ its composition has a Gaussian distribution. The free energy cost of a deviation $\Delta x$ is $\tfrac12(2N)(g''/N_{\mathrm{Av}})(\Delta x)^2$, where $N_{\mathrm{Av}}$ is Avogadro's number. Comparison with $kT(\Delta x)^2/(2\operatorname{Var}x)$ gives $\operatorname{Var}x=RT/(2Ng'')$, and hence

$$\Phi=\frac{x(1-x)}{2N\operatorname{Var}x}.$$

Let $n_b$ and $n_a$ be the numbers of B and A antisites. Then $x=\tfrac12+(n_b-n_a)/(2N)$. Independent sites give $\operatorname{Var}(n_b-n_a)=N(S_a+S_b)$, so $\operatorname{Var}x=(S_a+S_b)/(4N)$, which reproduces the boxed formula. An ordered crystal with few antisites has few ways to vary its composition. Its small fluctuations and its large thermodynamic factor are the same fact.

## A numerical case

Choose $e_A=40$ and $e_B=60$ kJ/mol as round model parameters, so $E=100$ kJ/mol, and let $T=1000$ K. With $RT=8.3145$ kJ/mol,

$$\frac{E}{2RT}=\frac{100}{2\times8.3145}=6.0136,\qquad e^{-6.0136}=2.445\times10^{-3}.$$

Dividing by $1+2.445\times10^{-3}$ gives $c=2.439\times10^{-3}$. About one atom in 410 is misplaced. With one more digit kept in $c$,

$$\Phi_{\max}=\frac{1}{4(2.4393\times10^{-3})(0.99756)}=102.7 .$$

Away from $x=\tfrac12$ the equilibrium condition was solved numerically for $a$ and $b$. The full and dilute formulas then give:

| $x$ | full $\Phi$ | dilute $\Phi$ |
|---|---|---|
| 0.500 | 102.7 | 102.5 |
| 0.502 | 79.6 | 79.3 |
| 0.505 | 45.4 | 44.9 |
| 0.510 | 24.8 | 24.3 |

The values at $1-x$ are the same. At $x=0.510$ the dilute result is 2% below the full one. There $b\approx0.02$ dominates, and the dilute formula replaces $b(1-b)$ by $b$. The crystal without thermal antisites would have 25.5 at this composition, close to the full result, but 125.5 at $x=0.502$, where thermal antisites already matter.

The full width at half height, found numerically from the full formula, is 0.00853 in mole fraction. The estimate $2\sqrt3\,c$ gives 0.00845, about 1% less.

Between $x=0.49$ and $x=0.51$ the diffusion potential rises, in the dilute formula, by

$$2RT\operatorname{arsinh}\frac{0.01}{0.002439}=2(8.3145)(2.119)=35.2\ \text{kJ/mol}.$$

A direct sum over all antisite numbers that contribute appreciably, for a crystal with 400,000 sites per sublattice, gives 35.5 kJ/mol. This step shows how easily the peak is blurred. Since $x(1-x)\approx\tfrac14$ throughout the interval, the average of $\Phi$ over it is

$$\frac{1}{4}\,\frac{35.5}{8.3145}\,\frac{1}{0.02}\approx53,$$

about half the maximum. Activities measured only at the two ends of this interval would suggest 53 and miss the height of 103. To resolve the peak, the composition steps must be small compared with its width.

Temperature acts through $c$. At 800 K, $c=5.4\times10^{-4}$ and the height is about 460; at 1200 K, $c=6.6\times10^{-3}$ and the height is 38. From $\Phi_{\max}=\cosh^2(E/4RT)$,

$$\frac{d\ln\Phi_{\max}}{d(1/T)}=\frac{E}{2R}\tanh\frac{E}{4RT}=\frac{E}{2R}(1-2c),$$

where the last step uses $\tanh(E/4RT)=(1-r)/(1+r)$. A plot of $\ln\Phi_{\max}$ against $1/T$ thus yields slightly less than half the exchange energy. The heights at 800 K and 1200 K give 49.8 kJ/mol, against $E/2=50$ kJ/mol.

## Which antisites does the height count?

Interactions change the answer in an informative way. On the bcc lattice underlying B2, each site has eight nearest neighbours, all on the other sublattice. Let every like nearest-neighbour bond cost an energy $w$ relative to an unlike one, and choose the reservoir so that $x=\tfrac12$ on average. An isolated antisite makes eight like bonds and costs $8w$. An A antisite next to a B antisite leaves their common bond unlike. Each has seven like bonds to its other neighbours, so the pair costs $14w$ instead of $16w$.

Such a pair contains two antisites but leaves the composition unchanged. Put $p=e^{-8w/kT}$. There are eight possible pairs per α site. Their statistical weight beyond that of independent antisites is $8(e^{-14w/kT}-p^2)$ per α site. To leading order in this excess, the total antisite fraction is

$$c_{\rm tot}\approx p+8\left(e^{-14w/kT}-p^2\right).$$

The variance of $n_b-n_a$ receives no contribution from the pair term, because a neutral pair adds nothing to this difference. To this order the height therefore remains $1/[4c_1(1-c_1)]$, with $c_1=p/(1+p)$ the antisite fraction without interactions. For small $p$,

$$4c_{\rm tot}\Phi_{\max}\approx\frac{c_{\rm tot}}{p}\approx1+8\left(e^{-6w/kT}-e^{-8w/kT}\right).$$

This tends to 1 on cooling. At higher temperature the inverse height $1/(4\Phi_{\max})$ underestimates the total number of antisites.

Monte Carlo simulation of this lattice includes clusters of every size that fits in the cell. Twenty periodic crystals with 1000 sites per sublattice were sampled over 5000 sweeps, and $\Phi$ was obtained from the composition fluctuations. At $w/kT=0.8$ the simulated height is $151.2\pm0.7$ (one standard error), while the formula with $c_1$ gives 151.0. The total antisite fraction is $1.756\times10^{-3}$, so $4c_{\rm tot}\Phi_{\max}=1.06$; the pair estimate is 1.05.

At $w/kT=0.6$ the simulated height is $30.91\pm0.15$, and the $c_1$ formula gives 30.88. The formula is not exact, however: clusters of three antisites do change the composition. With $f=e^{2w/kT}-1$ they raise the variance by the relative amount $(28f^2-8f)p^2$, where 28 counts the ways to choose two of the eight neighbours of a site and the second term accounts for a site holding at most one antisite. Here this is 0.9%, and with larger clusters about 1%, which puts the height near 30.6. The simulated value lies about two standard errors above this, so its close agreement with the $c_1$ formula is partly a statistical accident. The product has risen to about 1.2, so the inverse height misses about one antisite in six. The pair estimate, which omits larger clusters and corrections of relative order $p$, is 1.15. At $w/kT=1.0$ the product is 1.01, and the pair estimate of 1.02 differs from it by about the statistical uncertainty.

The relation $\Phi_{\max}\approx1/(4c)$ is therefore a way to count antisites when they are dilute, mostly unpaired, and the majority defects. If vacancies carry a substantial part of the deviation from stoichiometry, the site balance $b-a=2\delta$ fails, and with it this reading of the height. This is the situation in B2 aluminides such as NiAl, where the Al-rich side is accommodated by Ni vacancies. When vacancies and antisites form together as triple defects, the peak is no longer symmetric and its maximum need not lie at $x=\tfrac12$. Nor does the peak in $\Phi$ alone fix the interdiffusion rate: it gives the driving force for a given composition gradient, while the atomic mobilities lie outside this model.
